# Simple Density Mixing for an Isolated Two-Dimensional Metal

## The situation

A metallic monolayer is computed first in a small cell and then in larger ones, perhaps to hold a defect or a contact. Each self-consistency step takes an input density, builds the potential, solves for the electrons and returns an output density. As the cell grows, a mixing parameter that worked before makes charge slosh back and forth with increasing amplitude. A smaller parameter cures this at the price of more steps. How fast does that price rise with the in-plane length $L$?

For a truly isolated sheet the condition number that sets the price grows as $L$; for a bulk metal it grows as $L^2$. The word "isolated" matters: a sheet repeated along its normal at fixed spacing returns to the quadratic law.

## The error in one step

Let $F$ be the map from input to output density and $n_*$ its fixed point, $F[n_*]=n_*$. Simple mixing is
$$n\;\to\; n+\alpha\,(F[n]-n).$$
Write $n=n_*+\eta$ with small $\eta$. The error changes the potential energy of an electron by $v\eta$, where $v$ is the Coulomb kernel; exchange and correlation are added later. If $\chi_0$ is the response of independent electrons, then $F[n]-n_*=\chi_0v\eta$, and
$$\eta'=\eta+\alpha(\chi_0v\eta-\eta)=(1-\alpha\varepsilon)\eta,\qquad \varepsilon=1-\chi_0v .$$

Set $P=-\chi_0$, so that $\varepsilon=1+Pv$. For orbitals with energies $E_i$ and occupations $f_i$, a static potential $\phi$ at fixed chemical potential gives
$$\langle\phi|P|\phi\rangle=\sum_{i\ne j}\frac{f_i-f_j}{E_j-E_i}\,|\phi_{ij}|^2+\sum_i(-f'_i)\,|\phi_{ii}|^2\ \ge 0,$$
because occupation falls with energy; degenerate pairs take the limit $-f'$. Fixing the electron number lets the chemical potential move by $\delta\mu$. The response is then $-P(\phi-\delta\mu)$, and zero total charge requires $\delta\mu=\langle1|P|\phi\rangle/\langle1|P|1\rangle$. This $\delta\mu$ minimizes $\langle\phi-\delta\mu|P|\phi-\delta\mu\rangle$, and the minimum is still non-negative.

On densities without net charge $v$ is positive, so its square root exists and
$$v^{1/2}\varepsilon v^{-1/2}=1+A,\qquad A=v^{1/2}Pv^{1/2}.$$
$A$ is Hermitian and non-negative. The eigenvalues $\lambda$ of $\varepsilon$ are therefore real and at least 1.

The smallest eigenvalue tends to 1 in a complete basis. To see this, take a plane wave of large wavevector $G$ as trial function, which gives $\lambda_{\min}\le1+v(G)P_{GG}$. At temperature $T$ each ratio $(f_i-f_j)/(E_j-E_i)$ is at most $(f_i+f_j)/kT$. Since $\sum_j|\langle j|e^{iG\cdot r}|i\rangle|^2=1$, the response per area obeys $P_{GG}\le 2n/kT$, with $n$ the sheet density. It stays bounded while $v(G)\to0$.

## From eigenvalues to steps

An error component with eigenvalue $\lambda$ is multiplied by $1-\alpha\lambda$ in each step. All components shrink if $0<\alpha<2/\lambda_{\max}$. The best $\alpha$ makes the two extreme factors equal in size:
$$1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1\quad\Rightarrow\quad \alpha=\frac{2}{\lambda_{\max}+\lambda_{\min}} .$$
The common factor is
$$\rho=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}=\frac{\kappa-1}{\kappa+1},\qquad \kappa=\frac{\lambda_{\max}}{\lambda_{\min}} .$$
Reducing the error by a factor $R$ takes
$$N=\frac{\ln R}{\ln[(\kappa+1)/(\kappa-1)]}\simeq\frac{\kappa}{2}\ln R\qquad(\kappa\gg1)$$
steps, because $\ln[(1+x)/(1-x)]\simeq2x$ with $x=1/\kappa$. The number of steps thus inherits the growth of $\kappa$.

## The Coulomb kernel of a sheet

Let a sheet at $z=0$ carry the density wave $n_qe^{iq\cdot r}$. The electron potential energy $V_q(z)$ obeys
$$(-\partial_z^2+q^2)V_q=\frac{e^2}{\varepsilon_0}n_q\,\delta(z).$$
Away from the sheet the decaying solution is $Be^{-q|z|}$. Its slope drops by $2qB$ at $z=0$, which must equal $e^2n_q/\varepsilon_0$. On the sheet, therefore,
$$v(q)=\frac{e^2}{2\varepsilon_0q}.$$
In bulk there is no decay along a normal, and $q^2V_q=e^2n_q/\varepsilon_0$ gives $v(q)=e^2/(\varepsilon_0q^2)$. This difference in power is the origin of the two growth laws.

## The response at long wavelength

For a crystalline sheet of area $S$, with both spins counted,
$$P_{00}(q)=\frac2S\sum_{k,a,b}|\langle u_{ak}|u_{b,k+q}\rangle|^2\,\frac{f_{ak}-f_{b,k+q}}{E_{b,k+q}-E_{ak}} .$$
For $q\to0$ the overlap within one band tends to 1 and the ratio to $-f'(E)$. Squared overlaps between separated bands are of order $q^2$. Hence
$$P_{00}(q)=D+O(q^2),\qquad D=\frac{\partial n}{\partial\mu}.$$
The linear term is absent because $P_{00}(q)=P_{00}(-q)$ and the finite-temperature response is smooth. Physically, a slow potential raises the local band bottom and expels $D$ electrons per unit area and energy.

The uniform free-electron sheet at zero temperature shows how far this limit reaches. Combining the two occupation terms gives
$$P(q)=4\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,\frac{2m/\hbar^2}{q^2+2kq\cos\theta},$$
taken as a principal value. The angular integral of $1/(q^2+2kq\cos\theta)$ is $2\pi/(q\sqrt{q^2-4k^2})$ for $2k<q$ and zero for $2k>q$. The radial integral then gives
$$P(q)=\frac{m}{\pi\hbar^2}\times\begin{cases}1,&q\le2k_F\\1-\sqrt{1-(2k_F/q)^2},&q>2k_F.\end{cases}$$
In this model the response is flat up to $2k_F$, and the metallic estimate holds once $2\pi/L<2k_F$.

## The largest eigenvalue, with the lattice included

Let the supercell be a square of side $L$ made of repeated crystal cells. $A$ separates into blocks labelled by a Bloch vector $q$, the smallest non-zero one being $2\pi/L$. Each block couples $q$ to $q+G$, with $G$ now a reciprocal vector of the crystal. With $h=e^2D/(2\varepsilon_0)$, its parts for small $q$ are
$$A_{00}=\frac hq+O(q),\qquad A_{G0}=\frac{w_G}{\sqrt q},\qquad A_{GG'}=B_{GG'},$$
where $w$ and $B$ stay bounded. Eliminating the $G\neq0$ components from the eigenvalue equation gives
$$\lambda-1=\frac hq+\frac1q\,w^\dagger(\lambda-1-B)^{-1}w+O(q).$$
Since $\lambda-1\simeq h/q$ while $B$ is bounded, the second term tends to $|w|^2/h$, a constant.

To evaluate it, note that a uniform potential changes the density at $G$ by $-Ds_G$ per unit energy. Here $s_G$ is the Fourier coefficient of the local quantity $\partial n(r)/\partial\mu$, normalized to $s_0=1$. Thus $w_G=\sqrt{e^2/2\varepsilon_0}\,\sqrt{v(G)}\,Ds_G$ at leading order, and
$$\frac{|w|^2}{h}=D\sum_{G\ne0}v(G)|s_G|^2\equiv C .$$

Blocks with larger $q$ have a smaller $h/q$, and the block $q=0$ has no divergent element because the number of electrons is fixed. For large $L$ the top eigenvalue therefore sits at $q=2\pi/L$:
$$\boxed{\lambda_{\max}=1+\frac{e^2D}{4\pi\varepsilon_0}L+C+O(1/L)}$$
With the Hartree kernel $\lambda_{\min}\to1$, so this is also $\kappa$. The lattice enters the slope through the actual $D$; local fields add a constant.

In bulk, with $D_3$ the density of states per volume, the same elimination has a head $e^2D_3/(\varepsilon_0q^2)$ and wings of order $1/q$. The wings again contribute a constant, and
$$\kappa_{\rm bulk}=1+\frac{e^2D_3}{4\pi^2\varepsilon_0}L^2+O(1).$$

If the sheet is an insulator, $D=0$ and $P_{00}=O(q^2)$. The head is then $O(q)$ and nothing diverges. The linear law belongs to metals.

## Periodic images along the normal

A plane-wave code repeats the sheet at spacing $c$ unless the Coulomb interaction is truncated. The copies carry the same density wave, so their potentials add:
$$\sum_{m=-\infty}^{\infty}e^{-q|m|c}=1+\frac{2e^{-qc}}{1-e^{-qc}}=\coth\frac{qc}{2},\qquad v_{\rm im}(q)=\frac{e^2}{2\varepsilon_0q}\coth\frac{qc}{2}.$$
For $qc\gg1$ the sheet is isolated. For $qc\ll1$, $\coth x\simeq1/x$ gives $v_{\rm im}\simeq e^2/(\varepsilon_0cq^2)$, the bulk kernel with $D_3=D/c$. The change occurs near $qc/2=1$, that is, $L=\pi c$. At fixed $c$ the growth ends up quadratic. If $c$ is enlarged in proportion to $L$, the factor $\coth(\pi c/L)$ stays fixed and the growth remains linear.

## A layer of finite thickness

A real layer can also polarize along $z$. Its kernel is
$$\frac{e^2}{2\varepsilon_0}\frac{e^{-q|z-z'|}}{q}=\frac{e^2}{2\varepsilon_0}\left[\frac1q-|z-z'|+O(q)\right].$$
$P^{1/2}vP^{1/2}$ has the same non-zero eigenvalues as $A$. The $1/q$ part becomes $(e^2/2\varepsilon_0q)\,P^{1/2}|1\rangle\langle1|P^{1/2}$, which has one non-zero eigenvalue, $h/q$, with normalized eigenvector $P^{1/2}|1\rangle/\sqrt D$. Let $P|1\rangle=D\rho(z)$ with $\int\rho\,dz=1$. First-order perturbation theory gives the shift
$$\Delta\lambda=-\frac{e^2D}{2\varepsilon_0}\iint\rho(z)\,|z-z'|\,\rho(z')\,dz\,dz'.$$
Second-order terms are bounded couplings divided by a gap of order $1/q$, so they vanish as $q\to0$. Thickness and perpendicular polarization thus leave the coefficient of $L$ unchanged.

## Worked example

The model sheet has density $10^{14}\ \mathrm{cm^{-2}}$ ($1\ \mathrm{nm^{-2}}$), the free-electron mass, two spins and temperature 300 K. A lattice potential $2V\cos(Gx)$ with $V=3.0$ eV and period 0.32 nm acts along $x$; motion along $y$ is free. The density error varies along $x$. Density, temperature and the density of k-points are held fixed as $L$ changes.

Changing the chemical potential gives $D=4.926\ \mathrm{eV^{-1}nm^{-2}}$, against 4.177 without the lattice. With $e^2/\varepsilon_0=18.095$ eV nm,
$$h=\tfrac12(18.095)(4.926)=44.56\ \mathrm{nm^{-1}},\qquad \frac{h}{2\pi}=7.093\ \mathrm{nm^{-1}}.$$
The local-field constant is $C=0.63$. At $L=10.24$ nm,
$$\lambda_{\max}=1+7.093\times10.24+0.63=74.3 .$$

For comparison the potential was changed slightly up and down, the electrons were solved again, and the largest eigenvalue was found by repeated application of the resulting $\varepsilon$. These directly computed values are listed below. The images have $c=2$ nm; the bulk metal has density $5\times10^{20}\ \mathrm{cm^{-3}}$ and the same lattice potential.

| $L$ (nm) | isolated | images | bulk |
|---|---:|---:|---:|
| 2.56 | 19.9 | 20.1 | 11.0 |
| 5.12 | 38.0 | 44.8 | 43.4 |
| 10.24 | 74.3 | 134.5 | 172.7 |

For the isolated sheet the direct slope between the two longer cells is $7.089\ \mathrm{nm^{-1}}$, within 0.1% of the formula. From 5.12 to 10.24 nm, $\lambda_{\max}-1$ grows with exponent 0.987 for the sheet and 2.018 for the bulk. The first lies below 1 because $C$ is positive. The second lies above 2 because the direct bulk values fall about 0.7 below the leading formula at all three lengths, so a nearly constant negative term accompanies $L^2$.

The bulk value is the smaller one in the shortest cell: a quadratic law need not start higher. Equating the leading terms gives the crossing
$$L=\frac{\pi D}{D_3}=\frac{\pi(4.926)}{3.587}=4.3\ \mathrm{nm}.$$
The images depart from the isolated sheet around $\pi c=6.3$ nm. Between 40.96 and 81.92 nm their kernel grows with exponent 1.992.

At $L=10.24$ nm the best mixing parameter is 0.027. Reducing the error by $10^6$ takes about $\tfrac12(74.2)\ln10^6\simeq512$ steps, against 262 at half the length. Actual mixing runs tested this reasoning. In the shortest cell, $\alpha$ at 0.95 and 1.05 times the limit $2/\lambda_{\max}$ multiplied the top error component by 0.900 and 1.100 per step, as $|1-\alpha\lambda_{\max}|$ requires. With the best $\alpha$, a hundredfold reduction took 46 and 88 steps in the two shorter cells; the formula gives 45.6 and 87.3.

The thickness argument was tested on a hard-wall layer 0.6 nm thick with its lowest subband occupied and the higher ones free to polarize. At $L=40.96$ nm the shift was $-5.45$, and the formula gives $-5.53$. The difference is the $O(q)$ term of the lowest subband; polarization into the higher subbands moves the eigenvalue by only about 0.001 in this layer.

## Exchange and filled bands

A local exchange-correlation kernel $f$ changes $\varepsilon$ to $1+P(v+f)$. In a uniform sheet the eigenvalues are $1+P(q)[v(q)+f]$, so the top one moves by the constant $Df$. The lower end also moves, since $f$ is negative and can outweigh $v$ at short wavelength.

To size this, take exchange in a strictly two-dimensional gas. The exchange hole gives the energy per electron
$$\epsilon_x=-\frac{e^2}{4\pi\varepsilon_0}\frac n4\int\frac{d^2r}{r}\left[\frac{2J_1(k_Fr)}{k_Fr}\right]^2=-\frac{4}{3\pi}\frac{e^2k_F}{4\pi\varepsilon_0},$$
using $\int_0^\infty J_1^2(x)x^{-2}dx=4/(3\pi)$ and $n=k_F^2/2\pi$. The energy per area scales as $n^{3/2}$, so its second derivative is $f=3\epsilon_x/(4n)=-1.15\ \mathrm{eV\,nm^2}$. With the example's $D$, the uniform-sheet shift $Df$ is about $-5.7$. For the uniform sheet the smallest eigenvalue becomes 0.85. Together these give the rough estimate $\kappa\simeq(74.3-5.7)/0.85\simeq81$ at 10.24 nm. The lattice modulates the density, however. With $f$ evaluated at the local density, the top eigenvalue falls by about 6.3 and the smallest is near 0.8, so $\kappa$ is nearer 85. That smallest value belongs to an oblique short wave with a component along $y$; errors varying along $x$ alone give about 0.87 and $\kappa\simeq78$. Either way, exchange lowers $\lambda_{\max}$ yet raises $\kappa$. The growth stays linear, with its slope divided by $\lambda_{\min}$, provided $\lambda_{\min}$ stays positive and away from zero. Near a density instability it does not, and the law for $\kappa$ fails.

Filled bands add a term proportional to $q^2$ to $P_{00}$, hence $r_0q$ to the eigenvalue, where $r_0$ is a screening length. A rough $r_0=4$ nm gives $4\times0.614\simeq2.5$ at $L=10.24$ nm, and the addition falls as $1/L$.

## Beside a real channel

The parameters are roughly those of a monolayer dichalcogenide channel under strong ionic gating. Two valleys with half the free mass would give the same density of states as the model without its lattice potential. In that picture the Fermi level lies about 0.24 eV above the band edge, where higher conduction valleys of such monolayers can begin to fill; the real $D$, and the slope with it, may then be larger and must be taken from the computed bands. The density is far above the order of $10^{13}\ \mathrm{cm^{-2}}$ usual with solid gate dielectrics. For a parabolic band, $\partial n/\partial\mu=D_0(1-e^{-n/D_0kT})$, with $D_0$ the zero-temperature value. At $10^{13}\ \mathrm{cm^{-2}}$ and 300 K, $D_0\simeq4.9\ \mathrm{eV^{-1}nm^{-2}}$ makes the exponent about $-0.8$, and the slope falls to roughly half. At the example's density the Fermi energy is $7.9\,kT$ and this reduction is negligible. Relative to 74.3, the thickness and exchange shifts of the model's top eigenvalue are about 7% and 8%, and the filled bands add 3%. With two equally filled valleys $k_F$, and with it the exchange kernel, is smaller by $\sqrt2$, so the exchange shift would be 5 to 6%.

A real device breaks the assumption of isolation, because its gate screens the sheet. If the calculation includes a grounded plane at distance $d$ across vacuum, the opposite image charge multiplies $v(q)$ by $1-e^{-2qd}$. For $qd\ll1$ the kernel tends to $e^2d/\varepsilon_0$, and growth stops near $1+e^2Dd/\varepsilon_0$. With $d=1$ nm this ceiling is about 90. At $L=10.24$ nm the factor is 0.71, which lowers the metallic term from 73 to 51.

The k-points and smearing must also resolve a metal. In a $10.24\times10.24\ \mathrm{nm^2}$ cell the mean orbital spacing at one k-point is $2/(DL^2)=3.9$ meV, below $kT=26$ meV. At a symmetric point such as $\Gamma$ the levels bunch into degenerate sets about 13 meV apart, still below $kT$; a single such k-point at 300 K moves the top eigenvalue by about 1.5%. With smearing well below the spacing and a single k-point, the response would depend on how the individual levels near the chemical potential are placed and filled. It could then differ from the smooth $D$ by tens of percent or more. Most of the computed values are collected in the numerical output below.

## Computed results

```
sheet density: 1.0e+14 cm^-2
bulk density for comparison: 5.0e+20 cm^-3
lattice period: 0.32 nm
lattice potential coefficient V in 2V cos(Gx): 3.0 eV
temperature: 300 K; kT: 0.02585 eV
e^2/eps0: 18.0951 eV nm
sheet Fermi energy above band bottom: 0.2044 eV
sheet density of states D: 4.9255 eV^-1 nm^-2
same without lattice potential: 4.1773 eV^-1 nm^-2
bulk density of states D3: 3.5873 eV^-1 nm^-3
screening wavevector e^2 D/(2 eps0): 44.564 nm^-1
slope of eigenvalue with L, formula: 7.0926 nm^-1
slope of eigenvalue with L, density map: 7.0885 nm^-1
local-field constant, formula: 0.6263 (no unit)
local-field constant, map at longest L: 0.6403 (no unit)
L = 2.56 nm: smallest q = 2.4544 nm^-1
  isolated, largest eigenvalue: map 19.877, formula 19.783
  images, largest eigenvalue: map 20.144, formula 20.053
  bulk, largest eigenvalue: map 11.049, formula 11.776
  isolated: short-wave eigenvalue bound 1.00191, kappa 19.839
  isolated: best alpha 0.09579, steps for 1e-6 error 137
L = 5.12 nm: smallest q = 1.2272 nm^-1
  isolated, largest eigenvalue: map 37.975, formula 37.940
  images, largest eigenvalue: map 44.802, formula 44.767
  bulk, largest eigenvalue: map 43.403, formula 44.103
  isolated: short-wave eigenvalue bound 1.00163, kappa 37.913
  isolated: best alpha 0.05131, steps for 1e-6 error 262
L = 10.24 nm: smallest q = 0.6136 nm^-1
  isolated, largest eigenvalue: map 74.268, formula 74.254
  images, largest eigenvalue: map 134.505, formula 134.486
  bulk, largest eigenvalue: map 172.719, formula 173.413
  isolated: short-wave eigenvalue bound 1.00148, kappa 74.158
  isolated: best alpha 0.02657, steps for 1e-6 error 512
growth exponent 5.12 to 10.24 nm, isolated: 0.987
growth exponent 5.12 to 10.24 nm, bulk: 2.018
image kernel exponent 40.96 to 81.92 nm: 1.992
image spacing c: 2.0 nm; crossover pi c: 6.28 nm
error factor per step at 0.95 and 1.05 of alpha limit: 0.9000, 1.1000
steps for 1e-2 error, L = 2.56 nm: run 46, formula 45.6
steps for 1e-2 error, L = 5.12 nm: run 88, formula 87.3
layer thickness in subband test: 0.6 nm
thickness shift of eigenvalue: subbands at L = 40.96 nm -5.446, formula -5.526
exchange kernel, strict 2D estimate: -1.149 eV nm^2
exchange shift of largest eigenvalue: -5.659 (no unit)
smallest eigenvalue with exchange, uniform sheet: 0.849
rough filled-band screening length: 4.0 nm
filled-band addition at L = 10.24 nm: 2.45 (no unit)
Fermi energy / kT: 7.91
mean orbital level spacing at L = 10.24 nm: 3.87 meV
```
